# Fast and slow ion-energy modulation in coverage-limited etching

## Two rates from the same ions

In a model of a molybdenum film in a chlorine/argon plasma, the ion energy switches between 20 and 100 eV, spending equal times at each. With a switching period of 10 s the film etches at 13.4 nm/min. With a period of 1 ms it etches at 16.5 nm/min. The ion flux, the chlorine flux and the share of time at each energy are the same in both cases. The period alone has changed.

The difference comes from the chlorine coverage of the surface, which takes about 0.1 s to respond to a change of ion energy. These notes show that, when chlorine sticks in proportion to the empty sites and leaves only with etched metal, in a fixed ratio and in proportion to the filled sites, the limit of fast modulation never gives a lower average rate than the limit of slow modulation. They also show how sputtering of bare metal can break the rule.

## The coverage model

Let the surface have $N_s$ chlorine sites per unit area, a fraction $\theta$ of them filled. Chlorine arrives with flux $\Gamma_n$ and sticks to empty sites with probability $s$. Ions arrive with flux $\Gamma_i$. On a fully covered surface one ion removes $Y(E)$ metal atoms, and each leaves with $\nu$ chlorine atoms. The yield on a partly covered surface is taken as $Y\theta$. The site balance is

$$N_s\dot\theta=s\Gamma_n(1-\theta)-\nu Y\Gamma_i\theta .$$

Dividing by $N_s$ gives

$$\dot\theta=a-k\theta,\qquad k=a+y,\qquad a=\frac{s\Gamma_n}{N_s},\qquad y=\frac{\nu Y\Gamma_i}{N_s}. \tag{1}$$

Here $a$ is the supply rate per empty site and $y$ the removal rate per filled site. The relaxation time of the coverage is $1/k$. Both fluxes are constant and $a>0$. The energy modulation makes $y(t)\ge0$ bounded and periodic, with period $T$.

Angle brackets denote an average over one period, and $\bar y=\langle y\rangle$, $\bar k=a+\bar y$. The chlorine removal rate per site is $r=\langle y\theta\rangle$. Since $\nu$ chlorine atoms leave with each metal atom, a film of atomic density $n$ recedes at speed $N_s r/(\nu n)$.

"The same yield distribution" means that the fraction of time spent at each value of $Y$ is held fixed while the period changes.

**Numbers for the example.** The chlorine flux is $5.90\times10^{17}$ cm$^{-2}$s$^{-1}$, $s=0.025$, $\Gamma_i=10^{16}$ cm$^{-2}$s$^{-1}$, $N_s=3\times10^{15}$ cm$^{-2}$ and $\nu=4$. Hence

$$a=\frac{0.025\times5.90\times10^{17}}{3\times10^{15}}=4.92\ \text{s}^{-1}.$$

The assumed yield is $Y=0.1(\sqrt E-\sqrt{15})$ with $E$ in eV, which gives 0.060 at 20 eV and 0.613 at 100 eV. Equation (1) then gives $y_1=0.80$ and $y_2=8.17$ s$^{-1}$, with mean 4.48 s$^{-1}$. The relaxation times are 0.175 s and 0.076 s.

## The periodic state

The difference of two solutions of (1) obeys $\dot d=-kd$, so it shrinks over each period by the factor $\exp(-\int_0^T k\,dt)<1$. The map from the coverage at the start of a period to that at its end is therefore a linear contraction. It has one fixed point, and every solution tends to the corresponding periodic one.

At $\theta=0$ the slope is $a>0$, and at $\theta=1$ it is $-y\le0$, so the periodic solution satisfies $0<\theta\le1$. Its average slope is zero. Averaging $\dot\theta=a(1-\theta)-y\theta$ gives

$$r=a\,(1-\langle\theta\rangle). \tag{2}$$

On average, chlorine leaves as fast as it sticks. At a given supply rate $a$, a higher etch rate therefore means a lower average coverage.

## The two limits and the gap between them

**Slow modulation.** If each yield lasts much longer than $1/k$, the coverage follows its steady value $\theta_s=a/(a+y)$, apart from brief transients. Equation (2) gives

$$r_{\rm slow}=a-a^2\left\langle\frac1{a+y}\right\rangle=\left\langle\frac{ay}{a+y}\right\rangle .$$

**Fast modulation.** The slope $\dot\theta$ lies between $-y_{\max}$ and $a$, so within one period $\theta$ changes by at most $T$ times the larger of $a$ and $y_{\max}$. As $T\to0$ it becomes a constant $\theta_f$. Then $r=\bar y\theta_f$, and (2) gives $\bar y\theta_f=a(1-\theta_f)$, so

$$\theta_f=\frac{a}{a+\bar y},\qquad r_{\rm fast}=\frac{a\bar y}{a+\bar y}=a-\frac{a^2}{\bar k}.$$

**The gap.** Put $\delta=y-\bar y$, so that $a+y=\bar k+\delta$. The identity

$$\frac1{\bar k+\delta}=\frac1{\bar k}-\frac{\delta}{\bar k^2}+\frac{\delta^2}{\bar k^2(\bar k+\delta)}$$

is verified by multiplying through by $\bar k^2(\bar k+\delta)$: the right side becomes $\bar k^2+\bar k\delta-\bar k\delta-\delta^2+\delta^2=\bar k^2$. On averaging, the linear term vanishes because $\langle\delta\rangle=0$. Therefore

$$r_{\rm fast}-r_{\rm slow}=a^2\left[\left\langle\frac1{a+y}\right\rangle-\frac1{\bar k}\right]=\frac{a^2}{\bar k^2}\left\langle\frac{(y-\bar y)^2}{a+y}\right\rangle\ge0. \tag{3}$$

This is the claimed result. The gap is zero only if $y$ is constant, apart from instants of no total duration.

In the example the slow coverages are 0.860 at 20 eV and 0.376 at 100 eV, while the fast coverage is 0.523 throughout. The two rates are

$$r_{\rm slow}=\tfrac12(0.799\times0.860+8.169\times0.376)=1.88\ \text{s}^{-1},$$
$$r_{\rm fast}=4.484\times0.523=2.35\ \text{s}^{-1}.$$

One s$^{-1}$ corresponds to $N_s/(\nu n)$ per second, or 7.03 nm/min for $n=6.40\times10^{22}$ cm$^{-3}$, which follows from an assumed film density of 10.2 g/cm$^3$. The rates are thus 13.2 and 16.5 nm/min, a gain of 25% relative to the slow limit.

Under slow modulation the 100 eV ions soon face a depleted surface. Under fast modulation they also use chlorine that accumulated during the 20 eV phase. That phase itself etches less than before, but the loss is smaller than the gain.

**Strong and weak supply.** For $a\gg y$ the surface stays nearly full. Both rates tend to $\bar y$, and by (3) their gap falls as $\langle\delta^2\rangle/a$. For $a$ much smaller than every nonzero $y$, both tend to $a$ if $y$ is never zero. If instead $y=0$ for a fraction $D_0$ of the time, the fast rate tends to $a$ but the slow rate to $a(1-D_0)$: a surface that is already full wastes the chlorine arriving in a long off phase. With $D_0=1/2$ the fast rate is twice the slow one.

## Every period lies between the limits

The result extends to any waveform and any period:

$$\left\langle\frac{ay}{a+y}\right\rangle\le r\le\frac{a\bar y}{a+\bar y}. \tag{4}$$

By (2), an upper bound on $r$ is a lower bound on $\langle\theta\rangle$, and conversely.

**Upper bound on the rate.** Since $\theta>0$, equation (1) may be divided by $\theta$:

$$\frac{d}{dt}\ln\theta=\frac a\theta-(a+y).$$

The left side averages to zero because $\ln\theta$ is periodic, so $\langle1/\theta\rangle=1+\bar y/a=1/\theta_f$. The Cauchy–Schwarz inequality gives

$$1=\left\langle\sqrt\theta\,\frac1{\sqrt\theta}\right\rangle^2\le\langle\theta\rangle\left\langle\frac1\theta\right\rangle .$$

Hence $\langle\theta\rangle\ge\theta_f$, and $r\le a(1-\theta_f)=r_{\rm fast}$.

**Lower bound on the rate.** By (1),

$$\frac{d}{du}\left[\theta(u)\,e^{-\int_u^t k\,dt'}\right]=(\dot\theta+k\theta)\,e^{-\int_u^t k\,dt'}=a\,e^{-\int_u^t k\,dt'} .$$

Integrate from $u=-\infty$ to $u=t$. The lower end contributes nothing because $k\ge a>0$. With $u=t-s$, where $s$ is now the elapsed time,

$$\theta(t)=a\int_0^\infty \exp\left(-\int_{t-s}^{t}k\,dt'\right)ds .$$

The inner integral is $s$ times the average of $k$ over a window of length $s$. The exponential is convex, so the exponential of an average does not exceed the average of the exponential:

$$\exp\left(-\int_{t-s}^{t}k\,dt'\right)\le\frac1s\int_{t-s}^{t}e^{-s\,k(t')}\,dt' .$$

Now average over $t$. Shifting a periodic function in time does not alter its average, so the right side becomes $\langle e^{-sk}\rangle$. Then

$$\langle\theta\rangle\le a\int_0^\infty\langle e^{-sk}\rangle\,ds=a\left\langle\frac1k\right\rangle=\langle\theta_s\rangle ,$$

and $r\ge r_{\rm slow}$, which completes (4).

As a test on a smooth waveform, equation (1) was integrated in time with $a=1$ s$^{-1}$ and $y=\exp[1.2\sin2\pi\phi+0.6\cos(4\pi\phi+1)]$ s$^{-1}$, where $\phi=t/T$. The limits are 0.505 and 0.592 s$^{-1}$. Periods of 0.5, 3 and 20 s gave 0.590, 0.551 and 0.509 s$^{-1}$, all between them.

## How fast is fast enough

For two levels the crossover can be found in closed form. Let level $j$ last for $t_j=D_jT$, with $D_1+D_2=1$, $\theta_j=a/k_j$ and $q_j=e^{-k_jt_j}$. Let phase 1 begin at coverage $A$ and end at $B$. Relaxation in each phase gives

$$B-\theta_1=(A-\theta_1)q_1,\qquad A-\theta_2=(B-\theta_2)q_2 .$$

Write $B-\theta_2=(\theta_1-\theta_2)+(A-\theta_1)q_1$ and insert it in the second relation:

$$A-\theta_1=-(\theta_1-\theta_2)(1-q_2)+q_1q_2(A-\theta_1).$$

Solving this, and exchanging the labels for the other phase,

$$A-\theta_1=-\frac{(\theta_1-\theta_2)(1-q_2)}{1-q_1q_2},\qquad B-\theta_2=\frac{(\theta_1-\theta_2)(1-q_1)}{1-q_1q_2}.$$

The time integral of $\theta$ over phase 1 is $\theta_1t_1+(A-\theta_1)(1-q_1)/k_1$, and similarly for phase 2. Adding them and dividing by $T$,

$$\langle\theta\rangle=\langle\theta_s\rangle-(\theta_1-\theta_2)\left(\frac1{k_1}-\frac1{k_2}\right)\frac FT,\qquad F=\frac{(1-q_1)(1-q_2)}{1-q_1q_2}.$$

Since $\theta_1-\theta_2=a(1/k_1-1/k_2)$, equation (2) gives

$$r=r_{\rm slow}+a^2\left(\frac1{k_1}-\frac1{k_2}\right)^2\frac FT. \tag{5}$$

With $\coth(k_jt_j/2)=(1+q_j)/(1-q_j)$, the sum of the two hyperbolic cotangents is $2/F$. Thus

$$\frac FT=\frac{2}{T\left[\coth(k_1D_1T/2)+\coth(k_2D_2T/2)\right]} .$$

The function $z\coth z$ has derivative $(\sinh2z-2z)/(2\sinh^2z)>0$ for $z>0$. Each term of the denominator therefore grows with $T$, and for a two-level wave the rate falls steadily as the period grows.

For long periods $F\to1$ and the excess over the slow limit falls as $1/T$. For short periods $\coth z\to1/z$ and $F/T\to D_1D_2k_1k_2/\bar k$, which gives back the gap (3) for two levels. These two forms of $F/T$ are equal at

$$T_*=\frac{\bar k}{D_1D_2k_1k_2}=\frac1{D_1k_1}+\frac1{D_2k_2},$$

which marks the crossover. Here $T_*=2(0.175+0.076)\approx0.50$ s. The computed rates are 16.4 nm/min at 0.1 s, 16.1 at 0.3 s, 14.8 at 1 s and 13.4 at 10 s. At 0.1 s about 98% of the gap is still present, and at 1 s about 47%.

## When bare sites are sputtered

Ions also remove metal from sites without chlorine. Let the bare-surface yield be $Y_0(E)$ and put $y_0=\nu Y_0\Gamma_i/N_s$, in the same units as $y$. Sputtering a bare site exposes another bare site, so (1) is unchanged. The total rate becomes

$$R=\langle y\theta+y_0(1-\theta)\rangle=\langle y_0\rangle+\langle\Delta\,\theta\rangle,\qquad \Delta=y-y_0 .$$

The first term is the same in both limits. The coverages differ by

$$\theta_f-\theta_s=\frac a{\bar k}-\frac a{a+y}=\theta_f\,\frac{y-\bar y}{a+y},$$

so that

$$R_{\rm fast}-R_{\rm slow}=\theta_f\left\langle g\,(y-\bar y)\right\rangle,\qquad g=\frac{\Delta}{a+y}. \tag{6}$$

The average in (6) equals half the average of $(g-g')(y-y')$ over independent pairs drawn from the distribution, as expanding the product shows. If $g$ never falls as $y$ rises, no pair contributes negatively and fast modulation is still at least as good. Without this condition the order can reverse.

Take $a=1$, $y=(1,2)$ and $y_0=(0,1.9)$ s$^{-1}$ for equal times. Then $\bar y=1.5$, $\theta_f=0.4$ and $g=(0.5,\,0.033)$, so

$$R_{\rm fast}-R_{\rm slow}=0.4\times\tfrac12\,(-0.5\times0.5+0.033\times0.5)=-0.047\ \text{s}^{-1}.$$

Time integration gives 1.170 s$^{-1}$ for the fast case and 1.217 s$^{-1}$ for the slow one. In this case chlorine matters most in the phase with the lower $y$, and slow modulation leaves more of it there.

For molybdenum the assumed bare yield is zero at 20 eV and 0.14 at 100 eV. Then $g$ rises from 0.14 to 0.48, and the order is preserved. Sputtering adds 3.1 nm/min to the fast limit but 4.1 nm/min to the slow one, whose surface is barer at 100 eV. The totals are 19.6 and 17.3 nm/min, and the gain falls from 25% to 13%.

## The model beside a real etch

The parameters are rough assumed values for an inductive plasma at 10 mTorr with 2 mTorr of atomic chlorine. The low chlorine supply, set by the small assumed sticking probability, was chosen to make coverage matter: the 25% gain falls to 12% for $s=0.1$ and to 1.5% for $s=1$. With ample chlorine, the coverage-only model would give $\bar y$, or 31.5 nm/min, for the same ions. The 10 s period serves only as the slow comparison. Of the neglected effects estimated here, sputtering of bare metal is the largest: with the assumed yields it roughly halves the gain.

Other effects, each added alone to the coverage-only model, change its 25% gain less:

- Spontaneous etching at a rate of $0.05a$ per filled site gives 22%. Heating of the wafer, with a steady swing of 6 K between the phases, barely alters that figure when only the spontaneous channel is activated (0.1 eV assumed). If ion-driven removal were activated too, an activation energy of 1 eV would lower it to 17%.
- Adsorption proportional to $(1-\theta)^2$ gives 20%.
- About 8% of the 100 eV ions collide in a Child-law sheath, for an assumed cross section of $5\times10^{-15}$ cm$^2$. If their yield is lost, the gain is 23% (21% for twice the cross section).

Sputtering, spontaneous etching, heating and collisions together leave 11%. Changes of ion flux with bias, a chlorinated layer with depth, redeposition and feature shape are not included. Nor is chlorine supplied by Cl$_2$ or by chlorine ions: one chlorine atom delivered per ion would lower the 25% gain to 20%, and 4 mTorr of Cl$_2$ sticking with the same $s$ to 12%, as large a cut as that from sputtering. Chlorine removed without metal, or a $\nu$ that changes with energy, also lies outside (3) and (4) and can reverse the order: with $a=1$, $y=(1,\,1.5)$ and an extra chlorine loss per filled site of $(0,\,1.5)$ s$^{-1}$ for equal times, the fast rate is $1.25/3=0.417$ s$^{-1}$ and the slow rate $\tfrac12(0.5+0.375)=0.438$ s$^{-1}$.

The period also has a lower bound, because the ion energy must follow the bias. An ion crosses the sheath in about 0.1 µs at 100 eV, far less than 1 ms. For these parameters, periods from 1 ms to 0.1 s keep nearly the whole gain of the coverage-only model.

The comparison is between two periods with the same yield distribution, not between modulated and steady ions. In the coverage-only model, steady ions with the same mean yield etch as fast as rapidly modulated ones, since $r_{\rm fast}$ depends on $\bar y$ alone. Fast modulation therefore avoids the loss caused by slow modulation, but gives no advantage over a steady yield of the same mean. The numerical output lists the remaining inputs and intermediate values.

## Computed values

```
Cl pressure, total pressure (mTorr): 2.0 10.0
gas temperature (K): 400.0  Cl sticking: 0.025
Cl flux, ion flux (1/cm2 s): 5.900e+17, 1.0e+16
sites (1/cm2): 3.0e+15  Cl per etched Mo: 4
Mo density (g/cm3): 10.2  atoms (1/cm3): 6.402e+22
ion energies, equal times (eV): 20, 100
covered yield: slope (1/sqrt eV), threshold (eV): 0.1 15.0
bare yield: slope (1/sqrt eV), threshold (eV): 0.035 36.0
covered yields (Mo/ion): [0.0599 0.6127]
bare yields (Mo/ion): [0.   0.14]
supply rate a (1/s): 4.917
removal rates y (1/s): [0.799 8.169]  mean: 4.484
relaxation times 1/(a+y) (s): [0.175  0.0764]
slow coverages: [0.8602 0.3757]  fast coverage: 0.5230
steady rates at each energy (nm/min): [ 4.83 21.57]
slow-limit rate (nm/min): 13.203
fast-limit rate (nm/min): 16.485
gain, coverage-only model (%): 24.86
period 0.001 s: rate (nm/min) 16.485
period 0.1 s: rate (nm/min) 16.435
period 0.3 s: rate (nm/min) 16.097
period 1 s: rate (nm/min) 14.756
period 10 s: rate (nm/min) 13.368
smooth test wave, a=1: slow, fast limits (1/s): 0.50544, 0.59235
  rates at periods 0.02, 0.5, 3, 20, 300 s (1/s): [0.59235 0.5899  0.5514  0.50872 0.50546]
reversal case a=1, y, bare (1/s): [1. 2.] [0.  1.9]
  fast, slow rates (1/s): 1.1700, 1.2166
with bare Mo sputtering: fast, slow (nm/min): [19.614 17.298]
  gain (%): 13.39  sputter share of fast rate (%): 16.0
  (y-bare)/(a+y) at the two energies: [0.1398 0.4816]
spontaneous etching at 0.05 a: gain (%): 21.60
cooling (W/cm2 K): 0.02  wafer (K): 330  activation (eV): 0.1
  slow temperature swing (K): 6.41  gain with it (%): 21.74
second-order adsorption: gain (%): 20.36
sheath width (mm): 0.735  ion transit time (us): 0.100
collision cross section (cm2): 5.0e-15  free path (mm): 8.28
  ions colliding in sheath (%): 8.5  gain if their yield is lost (%): 23.00
sputtering, spontaneous etching, heating, collisions together:
  gain (%): 10.90
```
